# Symmetrizing spinor occupation matrices under magnetic space groups

Consider a crystal described by two-component pseudo-wavefunctions $\psi_n$ and ultrasoft projectors. Atom $a$ at $\mathbf R_a$ carries real projectors $\beta_i^a$, each a radial function times a real harmonic $Y_i$ centred on the atom; $i$ also labels the radial channel. The occupation matrices are

$$\rho^a_{i\sigma,j\sigma'}=\sum_n f_n\,c^a_{i\sigma,n}\,c^{a*}_{j\sigma',n},\qquad c^a_{i\sigma,n}=\langle\beta^a_i|\psi_{n\sigma}\rangle .$$

The overlap operator is $S=1+\sum_{a,ij}q^a_{ij}|\beta^a_i\rangle\langle\beta^a_j|$, times the identity in spin space, with $q_{ij}=\int Q_{ij}\,d^3r$. The augmentation functions $Q_{ij}$ are real, symmetric in $ij$, and rotate like the products $Y_iY_j$. Equivalent atoms carry identical functions. Spin-orbit coupling enters the Hamiltonian, not $Q_{ij}$; projectors labelled by total angular momentum would need a different representation matrix.

An operation $g$ moves points by $g\mathbf r=R\mathbf r+\mathbf t$ and has a sign $\theta=+1$ (no time reversal) or $\theta=-1$ (with time reversal). Let $R_p=\det(R)\,R$ be its proper part. Hartree atomic units are used, and $\mathbf m(\mathbf r)$ denotes the density of $\langle\boldsymbol\sigma\rangle$; the electron's spin magnetic moment points the opposite way.

## (a) How does an operation act on a spinor, and does it preserve $S$?

**Solution.** Orbital angular momentum $\mathbf r\times\mathbf p$ is unchanged by inversion, and spin is taken to behave likewise, so spin sees only $R_p$. For a rotation by $\alpha$ about $\hat{\mathbf n}$ take $u=e^{-i\alpha\hat{\mathbf n}\cdot\boldsymbol\sigma/2}$. For small $\alpha$,

$$u^\dagger\sigma_ku=\sigma_k+\tfrac{i\alpha}{2}[\hat{\mathbf n}\cdot\boldsymbol\sigma,\sigma_k]=\sigma_k-\alpha\sum_{jl}\epsilon_{jkl}n_j\sigma_l=\sigma_k+\alpha(\hat{\mathbf n}\times\boldsymbol\sigma)_k ,$$

where $[\sigma_j,\sigma_k]=2i\sum_l\epsilon_{jkl}\sigma_l$ was used. This is the small rotation of a vector. Repeating it about the same axis gives the finite result

$$u^\dagger\sigma_ku=\sum_l(R_p)_{kl}\,\sigma_l. \tag{1}$$

The unitary operation is $(U_g\psi)(\mathbf r)=u\,\psi(g^{-1}\mathbf r)$. Time reversal is $\Theta=-i\sigma_yK$, with $K$ complex conjugation. Since $\sigma_y\sigma_k^*\sigma_y=-\sigma_k$,

$$\sigma_yu^*\sigma_y=\cos\tfrac\alpha2+i\sin\tfrac\alpha2\,\hat{\mathbf n}\cdot(\sigma_y\boldsymbol\sigma^*\sigma_y)=\cos\tfrac\alpha2-i\sin\tfrac\alpha2\,\hat{\mathbf n}\cdot\boldsymbol\sigma=u .$$

Hence $\sigma_yu^*=u\sigma_y$, and

$$(\Theta U_g\psi)(\mathbf r)=-i\sigma_yu^*\psi^*(g^{-1}\mathbf r)=u(-i\sigma_y)\,\psi^*(g^{-1}\mathbf r). \tag{2}$$

For the orbital part define a real orthogonal matrix $D$ by $Y_i(R^{-1}\mathbf r)=\sum_jY_j(\mathbf r)D_{ji}$. It mixes only components of the same $l$ and radial channel. Let $ga$ be the atom at $g\mathbf R_a$. Because $g^{-1}\mathbf r-\mathbf R_a=R^{-1}(\mathbf r-\mathbf R_{ga})$,

$$\beta^a_i(g^{-1}\mathbf r)=\sum_j\beta^{ga}_j(\mathbf r)D_{ji}. \tag{3}$$

The operation therefore turns the term of atom $a$ in $S$ into a term on $ga$ with coefficients $DqD^T$. Integrating the rotation law of $Q_{ij}$ over space gives $DqD^T=q$. Both $q$ and $\beta$ are real, so conjugation changes nothing either. Thus $S$ is invariant, and transformed states still obey $\langle\psi_m|S|\psi_n\rangle=\delta_{mn}$.

## (b) Find the transformed occupation matrix

**Solution.** Set $\mathbf r=g\mathbf x$ in (3) and invert with $D^{-1}=D^T$: $\beta_j^{ga}(g\mathbf x)=\sum_iD_{ji}\beta_i^a(\mathbf x)$. The map preserves volume, so for a unitary operation

$$c'^{\,ga}_{j\sigma}=\int\beta_j^{ga}(g\mathbf x)\,[u\psi(\mathbf x)]_\sigma\,d^3x=\sum_{i\sigma'}D_{ji}\,u_{\sigma\sigma'}\,c^a_{i\sigma'} .$$

For an antiunitary operation, (2) replaces $u$ by $u(-i\sigma_y)$ and $\psi$ by $\psi^*$. Real projectors give $\langle\beta|\psi^*\rangle=\langle\beta|\psi\rangle^*$. Forming $\sum_nf_nc'c'^\dagger$ yields

$$\rho'^{\,ga}=\begin{cases}W\rho^aW^\dagger,&W=D\otimes u,&\theta=+1,\\ W(\rho^a)^*W^\dagger,&W=D\otimes u(-i\sigma_y),&\theta=-1.\end{cases} \tag{4}$$

The star conjugates every element, in orbital and spin indices alike. If $ga$ lies in another unit cell, a Bloch state acquires a phase $e^{i\mathbf k\cdot\mathbf T}$ there. It multiplies $c$ and its inverse multiplies $c^*$, so one-site matrices need no phase.

Equation (4) was tested by transforming random spinors with $s$, $p$ and $d$ components point by point and projecting them again by angular quadrature. Proper and improper operations, with and without time reversal, agree to an absolute deviation of about $5\times10^{-14}$.

## (c) Build the symmetrizer and justify its use with irreducible $\mathbf k$-points

**Solution.** Let $M$ be the magnetic space group modulo lattice translations, a finite set, and let $G_g$ denote the map (4) acting on all sites. Write $X^{(g)}=X$ for unitary $g$ and $X^*$ for antiunitary $g$. Acting with $h$ and then $g$ gives amplitudes

$$W_g\big(W_hc^{(h)}\big)^{(g)}=W_gW_h^{(g)}c^{(gh)},\qquad W_gW_h^{(g)}=\pm W_{gh}.$$

The sign arises because $u$ and $-u$ represent the same rotation, and because $(-i\sigma_y)(-i\sigma_y)^*=(-i\sigma_y)^2=-1$. It appears twice in $\rho'$, once from $W$ and once from $W^\dagger$, and cancels. Hence $G_gG_h=G_{gh}$, and no double group is needed. Define

$$\mathcal P=\frac1{|M|}\sum_{g\in M}G_g. \tag{5}$$

Multiplying by $G_h$ only reorders the sum, so $G_h\mathcal P=\mathcal P$: the result is invariant, and $\mathcal P^2=\mathcal P$. Each $G_g$ preserves positivity and the total trace, because a Hermitian matrix and its conjugate have the same real eigenvalues. Each also preserves the real inner product $\sum_a\mathrm{Tr}\,A^aB^a$ of Hermitian matrices. The adjoint of $G_g$ is then $G_{g^{-1}}$, so $\mathcal P$ is self-adjoint. It is the orthogonal projector onto invariant matrices.

For Bloch states, $\psi(\mathbf r+\mathbf T)=e^{i\mathbf k\cdot\mathbf T}\psi(\mathbf r)$. Since $g^{-1}(\mathbf r+\mathbf T)=g^{-1}\mathbf r+R^{-1}\mathbf T$, the unitary image has phase $e^{i\mathbf k\cdot R^{-1}\mathbf T}=e^{i(R\mathbf k)\cdot\mathbf T}$. Conjugation reverses its sign, so in general

$$\mathbf k\to\theta R\mathbf k .$$

If $g$ is a symmetry of the Hamiltonian and occupations depend on energy alone, then $\rho(\theta R\mathbf k)=G_g\rho(\mathbf k)$. As $g$ runs through $M$, every point of the orbit $O$ of $\mathbf k_0$ is reached equally often, hence

$$\frac{|O|}{N_k}\,\mathcal P\rho(\mathbf k_0)=\frac1{N_k}\sum_{\mathbf k\in O}\rho(\mathbf k).$$

Summing over orbits gives the full-zone result. The mesh must be mapped onto itself by $M$, and every element of $M$ must be a symmetry of the magnetic state, not only of the bare atomic positions. A subgroup of the magnetic group also works, though it may leave more irreducible points.

## (d) Determine the transformation of the magnetization

**Solution.** Split each $2\times2$ spin block as $\rho_{ij}=\frac12(n_{ij}+\mathbf m_{ij}\cdot\boldsymbol\sigma)$, so that $n_{ij}=\mathrm{Tr}_\sigma\rho_{ij}$ and $\mathbf m_{ij}=\mathrm{Tr}_\sigma(\boldsymbol\sigma\rho_{ij})$. For the unitary spin factor, the cyclic property of the trace and (1) give

$$\mathrm{Tr}_\sigma(\sigma_ku\rho_{ij}u^\dagger)=\mathrm{Tr}_\sigma(u^\dagger\sigma_ku\rho_{ij})=\sum_l(R_p)_{kl}\,m_{l,ij}.$$

Time reversal first changes the block to

$$(-i\sigma_y)\rho_{ij}^*(i\sigma_y)=\sigma_y\rho^*_{ij}\sigma_y=\tfrac12(n^*_{ij}-\mathbf m^*_{ij}\cdot\boldsymbol\sigma).$$

Including the orbital matrices,

$$n'=D\,n^{(g)}D^T,\qquad m'_k=\theta\sum_l(R_p)_{kl}\,D\,m_l^{(g)}D^T. \tag{6}$$

The magnetization is

$$\mathbf m(\mathbf r)=\sum_nf_n\psi_n^\dagger\boldsymbol\sigma\psi_n+\sum_{a,ij}Q^a_{ij}(\mathbf r)\,\mathbf m^a_{ij}. \tag{7}$$

In the smooth term, (1) supplies $R_p$. Time reversal supplies a minus sign:

$$(-i\sigma_y\psi^*)^\dagger\sigma_k(-i\sigma_y\psi^*)=\psi^T\sigma_y\sigma_k\sigma_y\psi^*=-\psi^T\sigma_k^*\psi^*=-\psi^\dagger\sigma_k\psi ,$$

where the last step uses that $\psi^\dagger\sigma_k\psi$ is real.

For the augmentation term, covariance reads $Q^{ga}_{ij}(g\mathbf x)=\sum_{kl}D_{ik}D_{jl}Q^a_{kl}(\mathbf x)$. Inserted with (6), the factors $D^TD=1$ cancel and leave $\theta R_p\sum_{kl}Q^a_{kl}(\mathbf x)\,\mathbf m^{a(g)}_{kl}$. Hermiticity of $\rho$ means $\mathbf m_{kl}^*=\mathbf m_{lk}$; since $Q_{kl}=Q_{lk}$, the conjugation does not alter this sum. Both terms obey

$$\boxed{\mathbf m'(\mathbf r)=\theta\,\det(R)\,R\,\mathbf m(g^{-1}\mathbf r)}. \tag{8}$$

The magnetization is an axial vector that is odd under time reversal. Inversion leaves its direction unchanged. A mirror keeps the component along the mirror normal and reverses the in-plane components; adding time reversal exchanges these two behaviours. The smooth and augmentation terms were tested separately at random points and satisfy (8) to absolute deviations near $10^{-14}$ or below.

## (e) What does conjugation of the orbital indices control?

**Solution.** Since conjugation drops out of $\mathbf m(\mathbf r)$, it might seem dispensable. Two quantities show otherwise.

First take pure time reversal, $R=1$ and $\theta=-1$, as a symmetry. Then (6) requires

$$n_{ij}=n_{ij}^*,\qquad \mathbf m_{ij}=-\mathbf m_{ij}^* .$$

The real part of $\mathbf m_{ij}$ vanishes, and with it the augmentation term of $\mathbf m(\mathbf r)$; the smooth term vanishes by the same symmetry, as (8) shows. An imaginary part of $\mathbf m_{ij}$, antisymmetric in $ij$, is still allowed. In real harmonics the matrices $L_k$ are imaginary and antisymmetric, so

$$\langle\mathbf L\cdot\boldsymbol\sigma\rangle=\sum_k\sum_{ij}m_{k,ij}(L_k)_{ji}$$

is built from exactly this part. A nonmagnetic crystal can have spin-orbit correlation without magnetization.

Second, consider the orbital moment $\langle L_k\rangle=\mathrm{Tr}(nL_k)$. This form, like that of $\langle\mathbf L\cdot\boldsymbol\sigma\rangle$ above, assumes orthonormal projectors; otherwise $L_k$ carries real, rotation-invariant radial weights ($1+q$ in part (f)), which change the value but not the argument. Rotation acts on it through $R_p$, because $\mathbf L$ is an axial vector operator. With $L_k^*=-L_k$ and a real expectation value,

$$\mathrm{Tr}(n^*L_k)=-[\mathrm{Tr}(nL_k)]^*=-\mathrm{Tr}(nL_k).$$

Thus $\langle\mathbf L\rangle'=\theta R_p\langle\mathbf L\rangle$, the same law as for spin. Here the minus sign comes entirely from conjugating $n_{ij}$. If that conjugation is omitted, spin moments remain right while orbital moments obey a wrong law.

## (f) Apply the result to a kagome layer with 120° exchange fields

Each site has one $s$ and three $p$ orbitals, which also serve as projectors. The on-site Hamiltonian is $E_{s,p}+\lambda\mathbf L\cdot\mathbf S-b\,\mathbf e_a\cdot\boldsymbol\sigma$, with $E_s=-0.20$, $E_p=0$, $\lambda=0.02$ and $b=0.03$ hartree. Nearest-neighbour hoppings are $V_{ss}=-0.03$, $V_{sp}=0.04$, $V_{pp\sigma}=0.05$ and $V_{pp\pi}=-0.01$ hartree. The overlap is $1+q$, with $q_s=0.10$ and $q_p=0.20$, and site moments carry the same weights. States are filled by a Fermi function with $\mu=0$ and $kT=0.005$ hartree. The fields are fixed, without self-consistency, and the parameters describe no particular material. With lattice vectors $\mathbf a_1=(1,0,0)$ and $\mathbf a_2=(\tfrac12,\tfrac{\sqrt3}2,0)$, sites 1, 2 and 3 lie at $\mathbf a_1/2$, $\mathbf a_2/2$ and $(\mathbf a_1+\mathbf a_2)/2$, and each field points away from the centre of this triangle. The magnetic group depends on this assignment; exchanging $\mathbf e_2$ and $\mathbf e_3$, for example, leaves only 8 operations. The field directions are

$$\mathbf e_1=(0,-1,0),\quad \mathbf e_2=(-0.866,0.5,0),\quad \mathbf e_3=(0.866,0.5,0).$$

Find the allowed moments, and recover the full-zone moments from the irreducible points.

**Solution.** The layer has 24 point operations. Each preserves the field pattern with one choice of $\theta$, giving 12 unitary and 12 antiunitary elements. Eight of them keep site 1 in place up to a lattice translation. Two suffice to fix its moment:

- The twofold rotation about $z$ reverses all in-plane fields, so it needs $\theta=-1$. By (8), $(m_x,m_y,m_z)\to(m_x,m_y,-m_z)$, hence $m_z=0$.
- The twofold rotation about $y$ has $\theta=+1$. It gives $(-m_x,m_y,-m_z)$, hence $m_x=0$.

One component, along $\mathbf e_1$, remains. The threefold rotation carries it to the other sites, so $\mathbf m_a=s\,\mathbf e_a$ with a common $s$. Since $\sum_a\mathbf e_a=0$, the net spin moment vanishes. The average over $M$ is an orthogonal projection onto the single pattern $(\mathbf e_1,\mathbf e_2,\mathbf e_3)$, whose squared norm is 3:

$$s=\tfrac13\sum_a\mathbf e_a\cdot\mathbf m_a^{\rm raw}.$$

The $6\times6$ mesh has 36 points, of which 7 are irreducible. Their weighted sum, before symmetrization, gives the in-plane spin moments $(0.0528,-1.6463)$, $(-1.2917,0.6623)$ and $(1.3635,0.6450)$. These raw values depend on which point is chosen to represent each orbit; the symmetrized result does not. The projection gives

$$s=\tfrac13(1.6463+1.4498+1.5033)=1.533 .$$

The independent full-zone sum on the same mesh also gives 1.533. This mesh is not converged: on $24\times24$ and finer meshes $s=1.542$, a shift of 0.009. For the complete matrices, the largest absolute deviation of an element from the full-zone sum falls from 0.052 to $3\times10^{-15}$ on symmetrization.

The same projection applied to the orbital moments gives

$$\tfrac13(-0.0175+0.0287-0.0300)=-0.006\,\hbar .$$

On this mesh the orbital moment is thus opposite to $\langle\boldsymbol\sigma\rangle$ and small; on $24\times24$ and finer meshes it settles at $-0.007\,\hbar$, with the same sign. The raw value on site 1 has length $\sqrt{0.0465^2+0.0175^2}=0.050\,\hbar$, about eight times the symmetrized one, and points elsewhere. For the representatives used here, the unsymmetrized orbital moments are useless, although the raw spin moments differ from the symmetrized ones, as vectors, by less than ten percent of their length (single components by up to 16 percent).

Two altered rules isolate the ingredients. If $\mathbf m$ is treated as polar, with $R$ in place of $R_p$, inversion keeps each site but reverses its moment, and the average is zero. If orbital conjugation is omitted, the rotation about $z$ combined with time reversal sends $\langle\mathbf L\rangle$ to $(-L_x,-L_y,L_z)$, which removes the in-plane part; the rotation about $y$ removes $L_z$. The calculation confirms both: the first rule erases the spin moments, and the second erases the orbital moments while leaving the spin moments intact.

Finally set $b=0$. Pure time reversal joins the group, which doubles to 48 elements. The number of irreducible points stays at 7, because inversion already related $\mathbf k$ to $-\mathbf k$. The real part of $\mathbf m_{ij}$ vanishes to rounding, while its imaginary part reaches 0.18. Each site has $\langle\mathbf L\cdot\boldsymbol\sigma\rangle=-1.07\,\hbar$. These are $6\times6$ values; on $24\times24$ and finer meshes they become 0.19 and $-1.10\,\hbar$, while the energy below stays at $-0.009$ hartree. The value of $\langle\mathbf L\cdot\boldsymbol\sigma\rangle$ includes the augmentation weight $1+q_p=1.2$, which the model's spin-orbit term does not, so the spin-orbit energy per site is

$$\frac{\lambda}{2}\,\frac{-1.07}{1.2}=0.01\times(-0.89)=-0.009\ \text{hartree}.$$

Applying this larger group to the state with exchange fields would force its magnetization to zero. The remaining values are listed in the numerical output.

## Numbers as computed

```
spinor test, error of occupation-matrix law: 5.2e-14
spinor test, error of Pauli-component law: 6.0e-14
spinor test, error of smooth m(r) law: 1.1e-14
spinor test, error of augmentation m(r) law: 3.1e-15
site energies s, p (hartree): -0.20 0.00
hoppings ss, sp, pp-sigma, pp-pi (hartree): -0.03 0.04 0.05 -0.01
spin-orbit lambda, exchange field (hartree): 0.02 0.03
chemical potential, smearing kT (hartree): 0.0 0.005
augmentation charges q_s, q_p (electrons): 0.10 0.20
site 1 position (lattice constants):   0.50000   0.00000   0.00000
site 1 field direction (unit vector):   0.00000  -1.00000   0.00000
site 2 position (lattice constants):   0.25000   0.43301   0.00000
site 2 field direction (unit vector):  -0.86603   0.50000   0.00000
site 3 position (lattice constants):   0.75000   0.43301   0.00000
site 3 field direction (unit vector):   0.86603   0.50000   0.00000
magnetic point operations, total and antiunitary: 24 12
k-points, full and irreducible: 36 7
electrons per cell: 14.20685
max matrix error before symmetrization: 0.05177
max matrix error after symmetrization: 2.7e-15
site 1 <sigma>, irreducible sum, raw:   0.05275  -1.64627   0.00000
site 1 <sigma>, symmetrized:   0.00000  -1.53313   0.00000
site 1 <sigma>, full zone:   0.00000  -1.53313   0.00000
site 2 <sigma>, irreducible sum, raw:  -1.29171   0.66225   0.00000
site 2 <sigma>, symmetrized:  -1.32773   0.76657   0.00000
site 2 <sigma>, full zone:  -1.32773   0.76657   0.00000
site 3 <sigma>, irreducible sum, raw:   1.36352   0.64501   0.00000
site 3 <sigma>, symmetrized:   1.32773   0.76657   0.00000
site 3 <sigma>, full zone:   1.32773   0.76657   0.00000
site 1 <L> (hbar), irreducible sum, raw:  -0.04651   0.01746   0.00000
site 1 <L> (hbar), symmetrized:   0.00000   0.00624   0.00000
site 2 <L> (hbar), irreducible sum, raw:  -0.01788   0.02648   0.00000
site 2 <L> (hbar), symmetrized:   0.00541  -0.00312   0.00000
site 3 <L> (hbar), irreducible sum, raw:  -0.05280   0.03146   0.00000
site 3 <L> (hbar), symmetrized:  -0.00541  -0.00312   0.00000
<sigma> along local field: 1.53313
<L> along local field (hbar): -0.00624
allowed moment components, one site: 1
site-1 stabilizer operations: 8
largest <sigma> component left by polar rule: 0.0e+00
largest <L> left without orbital conjugation (hbar): 1.2e-17
error of matrix products up to sign: 2.3e-15
error of projector properties: 2.8e-13
smallest eigenvalue, symmetrized random input: 9.3536
no field: operations, irreducible k-points: 48 7
no field: error after symmetrization: 2.8e-15
no field: max |Re m_ij|: 2.8e-16
no field: max |Im m_ij|: 0.18276
no field: <L.sigma> per site (hbar):  -1.07067  -1.07067  -1.07067
```
